\section*{The effective mass is not, in general, the inverse quasiparticle weight}

\section{Definitions and conventions}

Consider an isotropic, unpolarized Fermi liquid at zero temperature, with bare mass $m$ and Fermi momentum $k_F$. We set $\hbar=1$, and frequencies $w$ are measured from the chemical potential. The retarded Green's function is
\begin{equation}
G(k,w)=\frac{1}{w-\xi_k-[\Sigma(k,w)-\Sigma(k_F,0)]},\qquad
\xi_k=\frac{k^2-k_F^2}{2m}.
\label{G}
\end{equation}
Subtracting $\Sigma(k_F,0)$ puts the interacting Fermi surface at $k_F$. Near it, the imaginary part of $\Sigma$ is assumed to vanish faster than linearly in $w$ and $k-k_F$. It then affects neither the pole weight nor the velocity at the Fermi surface, and from here on $\Sigma$ on the real axis means the real part. Its two slopes are
\begin{equation}
\Sigma_w=\left.\frac{\partial\Sigma}{\partial w}\right|_{k_F,\,0},\qquad
\Sigma_k=\left.\frac{\partial\Sigma}{\partial k}\right|_{k_F,\,0},
\end{equation}
each taken with the other variable fixed.

The quasiparticle energy $E_k$ is the zero of the denominator in \eqref{G}:
\begin{equation}
E_k=\xi_k+\Sigma(k,E_k)-\Sigma(k_F,0).
\label{dyson}
\end{equation}
The effective mass is defined by the velocity, $dE_k/dk=k_F/m^*$ at $k_F$. The quasiparticle weight $Z$ is the residue of $G$ at the pole. At the Fermi surface it is the inverse of the $w$-derivative of the denominator, $Z=1/(1-\Sigma_w)$.

The claim to be examined is $m^*/m=1/Z$. It treats a small pole weight and a heavy particle as the same fact.

\section{A counter-example: the electron gas}

Take the homogeneous electron gas in Hartree atomic units, so that $m=1$. The density parameter $r_s$ fixes $k_F=(9\pi/4)^{1/3}/r_s$. The self-energy is treated in the $G_0W_0$ approximation, with the interaction screened in the random-phase approximation (RPA). Write $\int_q=\int d^3q/(2\pi)^3$ and $p=|\mathbf k+\mathbf q|$. On the imaginary axis,
\begin{equation}
\Sigma(k,i\omega)=-\int_q\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,
\frac{W(q,i\nu)}{i\omega+i\nu-\xi_p},\qquad
W=\frac{v}{1+vP},\quad v=\frac{4\pi}{q^2}.
\label{gw}
\end{equation}
With $n_l$ the occupation of momentum $\mathbf l$ and $\Delta=\xi_{\mathbf l+\mathbf q}-\xi_{\mathbf l}$, the polarization is
\begin{equation}
P(q,i\nu)=4\int\!\frac{d^3l}{(2\pi)^3}\,n_{\mathbf l}(1-n_{\mathbf l+\mathbf q})
\frac{\Delta}{\Delta^2+\nu^2}.
\end{equation}
Every contributing $\Delta$ is positive, so $P$ falls as $\nu>0$ grows. Screening weakens, and $W'\equiv dW(q,i\nu)/d\nu>0$ for $\nu>0$.

One convention is hidden in \eqref{gw}. At large $\nu$, $W$ tends to $v$ and the integral converges only conditionally. The equal-time ordering of the operators requires the bare part to give exchange, $-v\,\theta(-\xi_p)$. A symmetric frequency integral gives instead
\begin{equation}
-v\int\frac{d\nu}{2\pi}\frac{1}{i\nu-\xi_p}=\frac v2\,\mathrm{sgn}\,\xi_p
=\frac v2-v\,\theta(-\xi_p).
\end{equation}
The extra $v/2$ depends on neither $k$ nor $\omega$. It drops out of $\Sigma(k,w)-\Sigma(k_F,0)$, so symmetric integrals may be used for both slopes.

\subsection{The frequency slope}

Shift $\nu\to\nu-\omega$ in \eqref{gw}, so that $\omega$ appears in $W$ alone. The shift changes the integral between symmetric cutoffs $\pm\Lambda$ by an amount of order $1/\Lambda$, which vanishes. Differentiating,
\begin{equation}
\frac{\partial\Sigma}{\partial(i\omega)}\bigg|_{\omega\to0^+}
=\frac1i\int_q\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,
\frac{W'(q,i\nu)}{i\nu-\xi_p}.
\end{equation}
The sign is positive because the minus sign in \eqref{gw} meets another from $\partial_\omega W(q,i(\nu-\omega))=-W'$. Since $\Sigma$ is analytic in the upper half-plane, this limit equals $\Sigma_w$. Now
\begin{equation}
\frac{1}{i\nu-\xi_p}=\frac{-\xi_p-i\nu}{\nu^2+\xi_p^2}.
\label{split}
\end{equation}
$W$ is even in $\nu$ and $W'$ is odd, so only the odd part $-i\nu/(\nu^2+\xi_p^2)$ survives. The factors $1/i$ and $-i$ multiply to $-1$, and the two half-lines contribute equally:
\begin{equation}
\Sigma_w=-M,\qquad M=\int_q R,\qquad
R=\frac1\pi\int_0^\infty d\nu\,W'(q,i\nu)\frac{\nu}{\nu^2+\xi_p^2}>0,
\label{M}
\end{equation}
with $k=k_F$. Hence $Z=1/(1+M)<1$.

\subsection{The momentum slope}

At $\omega=0$ the even part of \eqref{split} survives. Up to a constant,
\begin{equation}
\Sigma(k,0)=\int_q\frac1\pi\int_0^\infty d\nu\,W(q,i\nu)\frac{\xi_p}{\nu^2+\xi_p^2}.
\end{equation}
Because $\frac{d}{d\nu}\arctan(\xi_p/\nu)=-\xi_p/(\nu^2+\xi_p^2)$, integration by parts gives
\begin{equation}
\Sigma(k,0)=\int_q\left[\tfrac12W(q,0)\,\mathrm{sgn}\,\xi_p
+\frac1\pi\int_0^\infty d\nu\,W'(q,i\nu)\arctan\frac{\xi_p}{\nu}\right].
\label{parts}
\end{equation}
The boundary term at infinity vanishes. The one at $\nu=0$ contains $\arctan(\pm\infty)=\pm\pi/2$.

In the first term write $\frac12\mathrm{sgn}\,\xi_p=\frac12-\theta(k_F-p)$. The part with $\frac12$ does not depend on $k$. The rest is exchange with a statically screened interaction. The step function has the $k$-derivative
\begin{equation}
\partial_k\theta(k_F-p)=-\delta(p-k_F)\,\hat{\mathbf k}\cdot\hat{\mathbf p},
\end{equation}
because $\partial p/\partial k=\hat{\mathbf k}\cdot\hat{\mathbf p}$. Two minus signs cancel. With $\mathbf p$ as integration variable and $c=\hat{\mathbf k}\cdot\hat{\mathbf p}$, the angular measure is $2\pi k_F^2\,dc/(2\pi)^3=k_F^2\,dc/(4\pi^2)$. Dividing by $k_F$, the static term contributes
\begin{equation}
S=\frac{k_F}{4\pi^2}\int_{-1}^{1}dc\;c\,W\!\left(k_F\sqrt{2-2c},\,0\right)
\label{S}
\end{equation}
to $\Sigma_k/k_F$.

In the second term of \eqref{parts}, $\partial_{\xi}\arctan(\xi/\nu)=\nu/(\nu^2+\xi^2)$ and $\partial_k\xi_p=\hat{\mathbf k}\cdot(\mathbf k+\mathbf q)$. This reproduces the weight $R$ of \eqref{M}. At $k=k_F$, after division by $k_F$,
\begin{equation}
\int_q R\left(1+\frac{\hat{\mathbf k}\cdot\mathbf q}{k_F}\right)=M+D,\qquad
D=\int_q R\,\frac{\hat{\mathbf k}\cdot\mathbf q}{k_F}.
\label{D}
\end{equation}
Altogether $\Sigma_k/k_F=S+M+D$.

\subsection{The mass}

To first order in $k-k_F$, $\xi_k=k_F(k-k_F)$. Equation \eqref{dyson} becomes
\begin{equation}
E_k=k_F(k-k_F)-M E_k+k_F(k-k_F)(S+M+D).
\end{equation}
Moving $-ME_k$ to the left and dividing by $1+M$,
\begin{equation}
E_k=k_F(k-k_F)\,\frac{1+S+M+D}{1+M}.
\end{equation}
The velocity is $k_F/m^*$, so
\begin{equation}
\frac{m}{m^*}=\frac{1+M+S+D}{1+M}=1+Z(S+D).
\label{gwmass}
\end{equation}

At $r_s=4$, where $k_F=0.480$ bohr$^{-1}$, the integrals are $M=0.5706$, $S=0.0397$ and $D=-0.1002$. The extra digits are kept so that the arithmetic can be followed:
\begin{align}
Z&=\frac{1}{1+0.5706}=0.6367,\\
1+\Sigma_k/k_F&=1+0.0397+0.5706-0.1002=1.5101,\\
m/m^*&=0.6367\times1.5101=0.9615 .
\end{align}
Thus $m^*/m=1.04$, whereas $1/Z=1.57$. The particle has lost more than a third of its pole weight, but its mass has changed by four percent.

This does not rest on the expansion alone. The numerical check also solves \eqref{dyson} numerically on both sides of $k_F$, with a self-energy built separately at real frequencies. The slope between the roots gives $m/m^*=0.961$. If the momentum in $\Sigma$ is frozen at $k_F$, the same procedure gives $0.637$, which is $Z$. The difference between the two masses is therefore due to the momentum dependence of $\Sigma$.

\section{The general statement and its proof}

Suppose that $\Sigma$ is continuously differentiable near $(k_F,0)$ and that $1-\Sigma_w$ is positive and finite. Then
\begin{equation}
\boxed{\;\frac{m}{m^*}=Z\left(1+\frac{m}{k_F}\,\Sigma_k\right),\qquad
Z=\frac{1}{1-\Sigma_w}\;}
\label{main}
\end{equation}
For the proof, expand the denominator of \eqref{G} to first order:
\begin{align}
G^{-1}(k,w)&\simeq w-\frac{k_F}{m}(k-k_F)-\Sigma_w\,w-\Sigma_k\,(k-k_F)\nonumber\\
&=(1-\Sigma_w)\,w-\left(\frac{k_F}{m}+\Sigma_k\right)(k-k_F).
\end{align}
Taking out the factor $1-\Sigma_w=1/Z$,
\begin{equation}
G(k,w)\simeq\frac{Z}{w-E_k},\qquad
E_k=Z\left(\frac{k_F}{m}+\Sigma_k\right)(k-k_F).
\end{equation}
The numerator is the residue. The coefficient of $k-k_F$ is the velocity $k_F/m^*$, and multiplying it by $m/k_F$ gives \eqref{main}. No approximation for $\Sigma$ has been made. The electron gas was the case $\Sigma_w=-M$, $\Sigma_k/k_F=S+M+D$.

Two special cases follow at once.

\begin{itemize}
\item $m^*/m=1/Z$ holds if and only if $\Sigma_k=0$. A self-energy that depends on frequency but not on momentum near the Fermi surface satisfies this condition.
\item $m^*=m$ holds if and only if $(m/k_F)\Sigma_k=-\Sigma_w$, because the bracket in \eqref{main} must then equal $1/Z=1-\Sigma_w$. A strongly reduced $Z$ is compatible with an unchanged mass.
\end{itemize}

The weight and the mass answer different questions. $Z$ measures how much of an added bare electron is found in the quasiparticle. The mass measures how the energy of that quasiparticle changes with momentum.

\section{Why the electron gas is close to the second case}

Within $G_0W_0$, \eqref{gwmass} shows that $M$ cancels from the deviation $m/m^*-1$, except for the prefactor $Z$. The cancellation is visible in \eqref{D}. A fluctuation of wave vector $\mathbf q$ enters the frequency slope with weight $R$. It enters the momentum slope with the same weight times $\hat{\mathbf k}\cdot(\mathbf k+\mathbf q)/k_F$, the forward velocity of the electron in the intermediate state relative to $k_F$. For $q\ll k_F$ this factor is nearly one.

The limit $q\to0$ has a simple meaning. A potential $\phi(t)$ that is uniform in space multiplies every plane wave by the same phase, $\exp[-i\int\phi\,dt]$. A fluctuating phase spreads spectral weight over frequency, which lowers $Z$. Being independent of $\mathbf k$, it leaves energy differences between momenta unchanged. This picture accounts for the appearance of $M$ in both slopes and for nothing more. At zero temperature a fluctuation also enters the static term $\tfrac12W(q,0)\,\mathrm{sgn}\,\xi_p$ of \eqref{parts}, which shifts particles and holes in opposite directions and so changes the velocity at $k_F$ through $S$. That contribution need not be small for small $q$: in the electron gas the small-$q$ part of $W-v$ is what cancels the Hartree--Fock logarithm of the last section.

At $r_s=4$, wave vectors below $k_F$ supply 78 percent of $M$ and those below $k_F/2$ about half. The typical $q$ is thus not much smaller than $k_F$, and forward and backward directions of $\mathbf q$ also partly cancel in $D$. The average of $\hat{\mathbf k}\cdot\mathbf q/k_F$ with weight $R$ is $D/M=-0.1002/0.5706=-0.18$. The two slopes therefore match to within about a fifth of $M$ before $S$ is added.

The sign of $D$ can be read from $\xi_p=q^2/2+k_Fqx$ with $x=\hat{\mathbf k}\cdot\hat{\mathbf q}$. For $x>0$, $|\xi_p|$ is smaller at $-x$ than at $x$, so $R$ is larger at $-x$. Backward recoil dominates, $D<0$, and the particle becomes heavier. The sign of $S$ follows by pairing $c$ with $-c$ in \eqref{S}. It is positive if the static interaction decreases with $q$, since $c>0$ corresponds to the smaller momentum transfer. Screened exchange then makes the particle lighter. The RPA interaction does not decrease everywhere: at $q=2k_F$ the static $P$ falls with a logarithmically divergent slope, and $W(q,0)$ rises in a narrow window around that point, about 0.2 percent of $2k_F$ on either side at $r_s=4$. The pairing needs only that $W$ be larger at $c$ than at $-c$. Near $c=1$ this compares $W(0,0)=\pi^2/k_F$ with $W(2k_F,0)=1/(k_F^2/\pi+k_F/2\pi^2)$, and the first is larger only for $k_F>1/(2\pi)$, that is $r_s<12$. The integral \eqref{S} is positive at all densities in the table and changes sign near $r_s=13$.

\begin{center}
\begin{tabular}{rrrrrrr}
$r_s$ & $S$ & $D$ & $1/Z$ & $1+\Sigma_k/k_F$ & $m^*/m$ & on shell\\
\hline
1 & 0.050 & $-0.017$ & 1.16 & 1.20 & 0.97 & 0.97\\
2 & 0.050 & $-0.043$ & 1.31 & 1.32 & 0.99 & 0.99\\
3 & 0.046 & $-0.071$ & 1.44 & 1.42 & 1.02 & 1.03\\
4 & 0.040 & $-0.100$ & 1.57 & 1.51 & 1.04 & 1.06\\
5 & 0.034 & $-0.129$ & 1.69 & 1.60 & 1.06 & 1.11\\
10 & 0.010 & $-0.263$ & 2.23 & 1.98 & 1.13 & 1.34
\end{tabular}
\end{center}

From $r_s=1$ to $5$, $1/Z$ rises from 1.16 to 1.69 while $m^*/m$ stays within about six percent of one. At $r_s=1$ the rule $m^*/m=1/Z$ even has the wrong direction: it predicts a heavier particle, and the computed one is lighter. The deviation changes sign between $r_s=2$ and $3$, where $|D|$ overtakes $S$.

The last column gives $m^*/m$ from a second way of using the same self-energy. It comes from replacing $E_k$ by $\xi_k$ inside $\Sigma$ in \eqref{dyson}, which is equally accurate to first order in $\Sigma$. The slope is then
\begin{equation}
\left.\frac{m}{m^*}\right|_{\text{on shell}}=1+\Sigma_w+\frac{\Sigma_k}{k_F}
=1-M+(S+M+D)=1+S+D .
\end{equation}
Compared with \eqref{gwmass}, the factor $Z$ is missing. Both versions contain the same $S+D$, so they agree in sign by construction, and their deviations of $m/m^*$ from one differ by the factor $1/Z$ at every density. Their spread shows an ambiguity within $G_0W_0$; it does not test corrections to $S+D$ beyond it. At $r_s=4$ the two versions give $m^*/m=1.04$ and 1.06: the size of the deviation is not fixed, but both values are far from 1.57. At $r_s=10$ they give 1.13 and 1.34, so there even the smallness of the deviation depends on the version. The near equality of $m^*$ and $m$, within six percent from \eqref{gwmass} and within eleven percent on shell, is thus a quantitative result of $G_0W_0$ for $r_s$ from 1 to 5. It is not a consequence of \eqref{main}.

\section{Where the formula itself fails}

Equation \eqref{main} needs a finite $\Sigma_k$, and Hartree--Fock theory of the electron gas does not supply one. Its self-energy is bare exchange, which is independent of frequency, so $Z=1$. The rule $m^*/m=1/Z$ would give $m^*=m$.

The derivation of \eqref{S} applies with $W$ replaced by $v$. For $k$ slightly off the Fermi surface, the squared momentum transfer is $k^2+k_F^2-2kk_Fc=(k-k_F)^2+2kk_F(1-c)$, so
\begin{equation}
\frac{d\Sigma}{dk}=\frac{k_F^2}{4\pi^2}\int_{-1}^1dc\,
\frac{4\pi c}{(k-k_F)^2+2kk_F(1-c)} .
\end{equation}
The large contribution comes from $c$ near 1. Setting $c=1$ in the numerator, $k=k_F$ in the product $kk_F$, and $s=1-c$, we find the logarithmic part
\begin{equation}
\frac{k_F^2}{\pi}\int_0^2\frac{ds}{(k-k_F)^2+2k_F^2s}
\simeq\frac{1}{2\pi}\ln\frac{4k_F^2}{(k-k_F)^2}
=\frac1\pi\ln\frac{1}{|1-k/k_F|}+\text{const}.
\end{equation}
Dividing by $k\simeq k_F$ shows that the local velocity ratio $1+(d\Sigma/dk)/k$ grows as $(\pi k_F)^{-1}\ln(1/|1-k/k_F|)$. The Hartree--Fock mass goes to zero at the Fermi surface although $Z=1$. At $r_s=4$, direct quadrature gives velocity ratios of 3.9, 5.4 and 6.9 at relative distances $10^{-2}$, $10^{-3}$ and $10^{-4}$ below $k_F$. The last step is 1.52, against $\ln10/(\pi k_F)=1.53$ from the logarithm.

Screening removes the divergence. As $q\to0$, $vP$ becomes large and $W(q,0)$ tends to the finite value $1/P(0,0)$, so the integrand in \eqref{S} stays bounded at $c=1$. With $S$ bounded and $M$ and $D$ taking the finite values computed above, the slope $\Sigma_k$ is finite, and \eqref{main} applies.

\section*{Numbers as computed}
\begin{verbatim}
Electron gas, G0W0 with RPA screening, rs = 4
kF = 0.4798 1/bohr
Fermi energy kF^2/2 = 0.1151 hartree
plasma frequency = 0.2165 hartree
M = -dSigma/dw = 0.5706 (dimensionless)
share of M from q < kF = 77.6 percent
S, screened exchange = 0.0397 (dimensionless)
D, recoil = -0.1002 (dimensionless)
S + D = -0.0605 (dimensionless)
(1/kF) dSigma/dk = 0.5101 (dimensionless)
Z = 0.6367, 1/Z = 1.5706
momentum factor = 1.5101
m/m* = 0.9615, m*/m = 1.0401
Density table (all dimensionless)
rs     Z      1/Z    factor  m*/m   on-shell m*/m
 1  0.8601  1.1627  1.1959  0.9722  0.9679
 2  0.7642  1.3086  1.3163  0.9941  0.9923
 3  0.6927  1.4436  1.4181  1.0180  1.0262
 4  0.6367  1.5706  1.5101  1.0401  1.0644
 5  0.5913  1.6913  1.5960  1.0597  1.1053
10  0.4486  2.2291  1.9755  1.1283  1.3396
rs     M       S       D      S+D
 1  0.1627  0.0497  -0.0165  0.0332
 2  0.3086  0.0504  -0.0427  0.0078
 3  0.4436  0.0457  -0.0712  -0.0256
 4  0.5706  0.0397  -0.1002  -0.0605
 5  0.6913  0.0337  -0.1290  -0.0953
10  1.2291  0.0099  -0.2634  -0.2535
Real-frequency checks, step = 0.02 kF (dimensionless)
rs = 1: dSigma/dw = -0.1626
rs = 1: (1/kF) dSigma/dk = 0.1955
rs = 1: m/m* from Dyson roots = 1.0284
rs = 1: m/m* with k frozen in Sigma = 0.8601
rs = 4: dSigma/dw = -0.5705
rs = 4: (1/kF) dSigma/dk = 0.5097
rs = 4: m/m* from Dyson roots = 0.9614
rs = 4: m/m* with k frozen in Sigma = 0.6367
Hartree-Fock at rs = 4 (Z = 1), local m/m*
1 - k/kF = 1e-02: m/m* = 3.9066
1 - k/kF = 1e-03: m/m* = 5.3880
1 - k/kF = 1e-04: m/m* = 6.9083
growth in last decade = 1.5203, log law = 1.5276
\end{verbatim}
